**Maxwell stress, cell stress and enclosed force in a periodic model crystal**

The program studies $T_{ij}=(E_iE_j-\delta_{ij}E^2/2)/4\pi$, where $\mathbf E$ is the field of rigid Gaussian ions and a prescribed electron density in a neutral cell. It asserts that the cell average of $T$ equals the finite-difference strain derivative of the field energy when all charge deforms with the cell. For rigid ions, it asserts that adding the first moment of the force on each ion reproduces the strain derivative of the Hartree, local and Ewald energies. It also asserts the local balance $\partial_jT_{ij}=\rho E_i$ at one point near an ion, with $\rho$ the charge density, and the equality of surface and volume forces for two spheres. The force on the enclosed ion is obtained separately from energy differences. In the output, the rigid-ion correction changes the diagonal stress from compressive to tensile. The point-ion error falls by a factor of 3.875 when the ion width is halved, and the program asserts that this factor lies between 3.0 and 4.8.

## Numerical verification

```python
"""
Result under test (Hartree atomic units, Gaussian electrostatics):
the Maxwell stress T_ij = (E_i E_j - delta_ij E^2 / 2) / (4 pi) of a neutral
periodic charge density rho = ions - electrons satisfies
  (a) closed-surface integral of T = integral of rho E over the enclosed volume;
  (b) cell average of T = (1/volume) dU/dstrain when all charge strains affinely;
  (c) for rigid Gaussian ions the conventional stress (Hartree + local + Ewald)
      is the average of T plus the first moment of the force on each ion;
  (d) for point ions it is the zero-width limit of the average of T plus
      (sum of ion self-energies) / (3 volume) times the unit tensor.
Q denotes the Fourier integral of a charge over one cell, h integer indices of
reciprocal vectors, G the reciprocal vectors. Stress is positive in tension.
"""
import itertools
import numpy as np
from scipy.special import erfc
from scipy.constants import physical_constants

CELL = np.array([[7.5, 0.0, 0.0], [0.8, 8.0, 0.0], [0.5, -0.6, 8.5]])
ION_FRAC = np.array([[0.25, 0.25, 0.25], [0.70, 0.72, 0.68]])
ION_CHARGE = np.array([3.0, 1.0])
ION_WIDTH = 0.4
CLOUD_FRAC = np.array([[0.29, 0.27, 0.22], [0.66, 0.70, 0.71]])
CLOUD_NUMBER = np.array([2.5, 1.5])
CLOUD_WIDTH = np.array([1.2, 1.4])
VOLUME = np.linalg.det(CELL)
UNIT = np.eye(3)
IMAGES = np.array(list(itertools.product(range(-2, 3), repeat=3)), float)


def integer_indices(n):
    line = np.fft.fftfreq(n, 1.0 / n)
    return np.array(np.meshgrid(line, line, line, indexing="ij"))


def reciprocal(cell, h):
    """Reciprocal vectors, their squares, and inverse squares without G = 0."""
    g = np.einsum("ij,jabc->iabc", 2 * np.pi * np.linalg.inv(cell), h)
    g2 = np.sum(g * g, axis=0)
    safe = g2.copy()
    safe[0, 0, 0] = 1.0
    inverse = 1.0 / safe
    inverse[0, 0, 0] = 0.0
    return g, g2, inverse


def gaussian_q(h, g2, centres, charges, widths):
    total = np.zeros(g2.shape, complex)
    for f, q, w in zip(centres, charges, widths):
        phase = np.exp(-2j * np.pi * np.einsum("i,iabc->abc", f, h))
        total += q * np.exp(-0.5 * g2 * w**2) * phase
    return total


def maxwell(field):
    """Average Maxwell stress over samples; field has shape (3, samples)."""
    square = field @ field.T / field.shape[1]
    return (square - 0.5 * UNIT * np.trace(square)) / (4 * np.pi)


def grid_field(q, g, inverse):
    n = q.shape[0]
    return np.array([np.fft.ifftn(-4j * np.pi * gk * q * inverse / VOLUME).real
                     * n**3 for gk in g])


def ewald_energy(cell, frac, h, g2, inverse):
    """Point ions in a uniform neutralizing background."""
    alpha, volume = 0.6, np.linalg.det(cell)
    s = gaussian_q(h, g2, frac, ION_CHARGE, np.zeros(2))
    energy = 2 * np.pi / volume * np.sum(
        np.abs(s)**2 * np.exp(-g2 / (4 * alpha**2)) * inverse)
    energy -= alpha / np.sqrt(np.pi) * np.sum(ION_CHARGE**2)
    energy -= np.pi * ION_CHARGE.sum()**2 / (2 * alpha**2 * volume)
    for a in range(2):
        for b in range(2):
            r = np.linalg.norm((frac[a] - frac[b] + IMAGES) @ cell, axis=1)
            r = r[r > 1e-9]
            energy += 0.5 * ION_CHARGE[a] * ION_CHARGE[b] * np.sum(
                erfc(alpha * r) / r)
    return energy, s


def conventional_energy(cell, frac, width, h, electron_q):
    """Hartree, local ion-electron, and Ewald energies; width 0 = point ions."""
    _, g2, inverse = reciprocal(cell, h)
    volume = np.linalg.det(cell)
    hartree = 2 * np.pi / volume * np.sum(np.abs(electron_q)**2 * inverse)
    ewald, s = ewald_energy(cell, frac, h, g2, inverse)
    local = -4 * np.pi / volume * np.sum(
        (electron_q.conj() * s).real * np.exp(-0.5 * g2 * width**2) * inverse)
    local += (2 * np.pi * width**2 * ION_CHARGE.sum()
              * CLOUD_NUMBER.sum() / volume)
    return np.array([hartree, local, ewald])


def strain_stress(energy_of_cell, step=1e-4):
    stress = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            change = np.zeros((3, 3))
            change[i, j] = step
            up = energy_of_cell(CELL @ (UNIT + change).T)
            down = energy_of_cell(CELL @ (UNIT - change).T)
            stress[i, j] = (up - down) / (2 * step * VOLUME)
    return stress


def field_at(points, coefficients):
    """Electric field at arbitrary points from its Fourier coefficients."""
    n = coefficients.shape[1]
    line = np.fft.fftfreq(n, 1.0 / n)
    frac = points @ np.linalg.inv(CELL)
    pieces = []
    for part in np.array_split(frac, len(frac) // 800 + 1):
        p1, p2, p3 = [np.exp(2j * np.pi * np.outer(part[:, k], line))
                      for k in range(3)]
        values = []
        for c in coefficients:
            t = (c.reshape(n * n, n) @ p3.T).reshape(n, n, -1)
            t = np.sum(t * p2.T[None, :, :], axis=1)
            values.append(np.sum(t * p1.T, axis=0).real)
        pieces.append(np.array(values))
    return np.concatenate(pieces, axis=1)


def density_at(points, centres, charges, widths):
    """Direct real-space lattice sum of normalized Gaussians."""
    total = np.zeros(len(points))
    for f, q, w in zip(centres, charges, widths):
        d = points[:, None, :] - ((f + IMAGES) @ CELL)[None, :, :]
        total += q * np.sum(np.exp(-np.sum(d * d, axis=2) / (2 * w * w)),
                            axis=1) / (2 * np.pi * w * w)**1.5
    return total


# ---------- fields and cell-averaged stress ----------
N = 49
H = integer_indices(N)
G, G2, INV = reciprocal(CELL, H)
widths = np.full(2, ION_WIDTH)
electron_q = gaussian_q(H, G2, CLOUD_FRAC, CLOUD_NUMBER, CLOUD_WIDTH)
total_q = gaussian_q(H, G2, ION_FRAC, ION_CHARGE, widths) - electron_q
assert abs(total_q[0, 0, 0]) < 1e-12
field = grid_field(total_q, G, INV)
average = maxwell(field.reshape(3, -1))

weight = 2 * np.pi / VOLUME**2 * np.abs(total_q)**2 * INV
g_sum = (2 * np.einsum("abc,iabc,jabc->ij", weight * INV, G, G)
         - UNIT * weight.sum())
assert np.allclose(average, g_sum, rtol=0, atol=1e-10)


def affine_energy(cell):
    inverse = reciprocal(cell, H)[2]
    return 2 * np.pi / np.linalg.det(cell) * np.sum(np.abs(total_q)**2 * inverse)


affine_stress = strain_stress(affine_energy)
assert np.allclose(average, affine_stress, rtol=0, atol=1e-8)

# ---------- conventional energy and rigid-ion stress ----------
self_energy = np.sum(ION_CHARGE**2) / (2 * np.sqrt(np.pi) * ION_WIDTH)
parts = conventional_energy(CELL, ION_FRAC, ION_WIDTH, H, electron_q)
field_energy = VOLUME * np.mean(np.sum(field**2, axis=0)) / (8 * np.pi)
assert abs(field_energy - self_energy - parts.sum()) < 1e-8

axis = np.arange(N) / N
grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
moment = np.zeros((3, 3))
ion_forces = []
for f, z in zip(ION_FRAC, ION_CHARGE):
    d = grid - f[:, None, None, None]
    d -= np.round(d)
    u = np.einsum("ki,kabc->iabc", CELL, d)
    n_ion = (z * np.exp(-np.sum(u * u, axis=0) / (2 * ION_WIDTH**2))
             / (2 * np.pi * ION_WIDTH**2)**1.5)
    moment += (u * n_ion).reshape(3, -1) @ field.reshape(3, -1).T / N**3
    ion_forces.append(VOLUME * np.mean(n_ion * field, axis=(1, 2, 3)))
assert np.allclose(moment, moment.T, rtol=0, atol=1e-9)
rigid_stress = strain_stress(lambda c: conventional_energy(
    c, ION_FRAC, ION_WIDTH, H, electron_q).sum())
assert np.allclose(average + moment, rigid_stress, rtol=0, atol=1e-8)
# the correction is not negligible in this example
assert np.abs(moment).max() > 1e-4

# ---------- point-ion limit ----------
point_stress = strain_stress(lambda c: conventional_energy(
    c, ION_FRAC, 0.0, H, electron_q).sum())
limit_rows = []
for width, n in ((0.30, 55), (0.15, 105)):
    h = integer_indices(n)
    g, g2, inverse = reciprocal(CELL, h)
    q = (gaussian_q(h, g2, ION_FRAC, ION_CHARGE, np.full(2, width))
         - gaussian_q(h, g2, CLOUD_FRAC, CLOUD_NUMBER, CLOUD_WIDTH))
    bare = maxwell(grid_field(q, g, inverse).reshape(3, -1))
    u_self = np.sum(ION_CHARGE**2) / (2 * np.sqrt(np.pi) * width)
    corrected = bare + UNIT * u_self / (3 * VOLUME)
    limit_rows.append((width, np.trace(bare) / 3, np.trace(corrected) / 3,
                       np.linalg.norm(corrected - point_stress)))
    del h, g, g2, inverse, q
error_ratio = limit_rows[0][3] / limit_rows[1][3]
# leading error is quadratic in width; next order shifts the ratio from 4
assert 3.0 < error_ratio < 4.8

# ---------- local force balance near the first ion ----------
coefficients = np.array([-4j * np.pi * gk * total_q * INV / VOLUME for gk in G])
centre = ION_FRAC[0] @ CELL
probe = centre + np.array([0.3, 0.4, -0.2])
step = 0.01
divergence = np.zeros(3)
for j in range(3):
    shifts = np.array([-2, -1, 1, 2])[:, None] * step * UNIT[j]
    samples = field_at(probe + shifts, coefficients)
    t = np.array([maxwell(samples[:, k:k + 1])[:, j] for k in range(4)])
    divergence += (t[0] - 8 * t[1] + 8 * t[2] - t[3]) / (12 * step)
probe_rho = (density_at(probe[None], ION_FRAC, ION_CHARGE, widths)
             - density_at(probe[None], CLOUD_FRAC, CLOUD_NUMBER, CLOUD_WIDTH))
force_density = probe_rho[0] * field_at(probe[None], coefficients)[:, 0]
assert np.allclose(divergence, force_density, rtol=0, atol=1e-5)

# ---------- force on the first ion from energy differences ----------
ion_force = np.zeros(3)
shift = 2e-4
for i in range(3):
    moved = np.zeros((2, 3))
    moved[0] = shift * UNIT[i] @ np.linalg.inv(CELL)
    up = conventional_energy(CELL, ION_FRAC + moved, ION_WIDTH, H, electron_q)
    down = conventional_energy(CELL, ION_FRAC - moved, ION_WIDTH, H, electron_q)
    ion_force[i] = -(up.sum() - down.sum()) / (2 * shift)
assert np.allclose(ion_force, ion_forces[0], rtol=0, atol=1e-6)

# ---------- surface integrals against enclosed forces ----------
cosine, cosine_weight = np.polynomial.legendre.leggauss(14)
azimuth = 2 * np.pi * np.arange(28) / 28
sine = np.sqrt(1 - cosine**2)
normals = np.array([np.outer(sine, np.cos(azimuth)).ravel(),
                    np.outer(sine, np.sin(azimuth)).ravel(),
                    np.repeat(cosine, 28)]).T
solid_angle = np.repeat(cosine_weight, 28) * 2 * np.pi / 28
node, node_weight = np.polynomial.legendre.leggauss(18)
sphere_rows = []
for radius in (2.4, 3.2):
    e = field_at(centre + radius * normals, coefficients)
    traction = (e * np.sum(e * normals.T, axis=0)
                - 0.5 * normals.T * np.sum(e * e, axis=0)) / (4 * np.pi)
    surface_force = radius**2 * traction @ solid_angle
    r = 0.5 * radius * (node + 1)
    points = centre + (r[:, None, None] * normals[None]).reshape(-1, 3)
    w = np.outer(0.5 * radius * node_weight * r**2, solid_angle).ravel()
    e = field_at(points, coefficients)
    n_ions = density_at(points, ION_FRAC, ION_CHARGE, widths)
    n_el = density_at(points, CLOUD_FRAC, CLOUD_NUMBER, CLOUD_WIDTH)
    volume_force = e @ (w * (n_ions - n_el))
    electron_force = -e @ (w * n_el)
    assert np.allclose(surface_force, volume_force, rtol=0, atol=1e-6)
    assert np.allclose(surface_force, ion_force + electron_force,
                       rtol=0, atol=2e-6)
    sphere_rows.append((radius, surface_force, volume_force, electron_force,
                        np.sum(w * n_el)))

# ---------- report ----------
GPA = (physical_constants["Hartree energy"][0]
       / physical_constants["Bohr radius"][0]**3 / 1e9)


def text(values, digits=5):
    return " ".join(f"{x:.{digits}f}" for x in np.ravel(values))


def six(t):
    return np.array([t[0, 0], t[1, 1], t[2, 2], t[1, 2], t[0, 2], t[0, 1]])


print("INPUT (lengths in bohr, charges in e)")
for k in range(3):
    print(f"cell vector {k + 1}:", text(CELL[k], 1))
for k in range(2):
    print(f"ion {k + 1}: charge {ION_CHARGE[k]:.0f}, width {ION_WIDTH:.1f},",
          "fractional", text(ION_FRAC[k], 2))
for k in range(2):
    print(f"cloud {k + 1}: electrons {CLOUD_NUMBER[k]:.1f},",
          f"width {CLOUD_WIDTH[k]:.1f}, fractional", text(CLOUD_FRAC[k], 2))
print(f"cell volume: {VOLUME:.3f} bohr^3")
print("ENERGIES (hartree)")
print(f"field energy: {field_energy:.6f}")
print(f"ion self-energy: {self_energy:.6f}")
print(f"field minus self: {field_energy - self_energy:.6f}")
print("Hartree, local, Ewald:", text(parts, 6))
print(f"their sum: {parts.sum():.6f}")
print("STRESS (1e-3 hartree/bohr^3), order xx yy zz yz xz xy")
print("Maxwell average:", text(1e3 * six(average)))
print("affine strain derivative:", text(1e3 * six(affine_stress)))
print("rigid-ion moment:", text(1e3 * six(moment)))
print("average plus moment:", text(1e3 * six(average + moment)))
print("conventional strain derivative:", text(1e3 * six(rigid_stress)))
print("conventional stress in GPa:", text(GPA * six(rigid_stress), 3))
print("POINT-ION LIMIT (stress in 1e-3 hartree/bohr^3)")
print("point-ion strain derivative:", text(1e3 * six(point_stress)))
print(f"one third of its trace: {1e3 * np.trace(point_stress) / 3:.5f}")
for width, bare, corrected, error in limit_rows:
    print(f"width {width:.2f} bohr: trace/3 bare {1e3 * bare:.5f},",
          f"corrected {1e3 * corrected:.5f}, error norm {1e3 * error:.5f}")
print(f"error ratio on halving the width: {error_ratio:.3f}")
print("LOCAL BALANCE at ion 1 + (0.3, 0.4, -0.2) bohr (hartree/bohr^4)")
print("divergence of T:", text(divergence, 6))
print("rho times E:", text(force_density, 6))
print("FORCES x y z (hartree/bohr)")
print("ion 1, energy differences:", text(ion_force, 6))
for radius, surface, volume, electrons, number in sphere_rows:
    print(f"sphere radius {radius:.1f} bohr, electrons inside {number:.4f}")
    print("  surface integral:", text(surface, 6))
    print("  volume integral:", text(volume, 6))
    print("  electron part:", text(electrons, 6))
print("success")
```

Output:

```
INPUT (lengths in bohr, charges in e)
cell vector 1: 7.5 0.0 0.0
cell vector 2: 0.8 8.0 0.0
cell vector 3: 0.5 -0.6 8.5
ion 1: charge 3, width 0.4, fractional 0.25 0.25 0.25
ion 2: charge 1, width 0.4, fractional 0.70 0.72 0.68
cloud 1: electrons 2.5, width 1.2, fractional 0.29 0.27 0.22
cloud 2: electrons 1.5, width 1.4, fractional 0.66 0.70 0.71
cell volume: 510.000 bohr^3
ENERGIES (hartree)
field energy: 3.456822
ion self-energy: 7.052370
field minus self: -3.595547
Hartree, local, Ewald: 0.375028 -1.906254 -2.064321
their sum: -3.595547
STRESS (1e-3 hartree/bohr^3), order xx yy zz yz xz xy
Maxwell average: -2.26636 -2.29896 -2.21277 -0.02107 -0.04945 0.03487
affine strain derivative: -2.26636 -2.29896 -2.21277 -0.02107 -0.04945 0.03487
rigid-ion moment: 4.27961 4.27454 4.28267 -0.00484 -0.00899 0.00702
average plus moment: 2.01325 1.97558 2.06990 -0.02591 -0.05843 0.04190
conventional strain derivative: 2.01325 1.97558 2.06990 -0.02591 -0.05843 0.04190
conventional stress in GPa: 59.232 58.124 60.899 -0.762 -1.719 1.233
POINT-ION LIMIT (stress in 1e-3 hartree/bohr^3)
point-ion strain derivative: 2.52195 2.48331 2.57818 -0.02666 -0.05971 0.04279
one third of its trace: 2.52782
width 0.30 bohr: trace/3 bare -3.72125, corrected 2.42461, error norm 0.17919
width 0.15 bohr: trace/3 bare -9.79053, corrected 2.50119, error norm 0.04624
error ratio on halving the width: 3.875
LOCAL BALANCE at ion 1 + (0.3, 0.4, -0.2) bohr (hartree/bohr^4)
divergence of T: 2.479876 3.217923 -1.677783
rho times E: 2.479876 3.217923 -1.677783
FORCES x y z (hartree/bohr)
ion 1, energy differences: 0.271965 0.163565 -0.233867
sphere radius 2.4 bohr, electrons inside 1.8036
  surface integral: 0.013234 0.008492 -0.011205
  volume integral: 0.013234 0.008492 -0.011205
  electron part: -0.258731 -0.155073 0.222661
sphere radius 3.2 bohr, electrons inside 2.3340
  surface integral: 0.000214 -0.000254 0.001299
  volume integral: 0.000214 -0.000254 0.001299
  electron part: -0.271752 -0.163819 0.235165
success
```
